# Proton Mobility Through Connected Dopant Traps: Kinetic Monte Carlo in Perovskites

## From isolated traps to a connected path

An acceptor dopant in a perovskite oxide makes it possible to dissolve protons, but it also attracts them. At low dopant content a proton can spend most of its time circling one dopant, moving often without getting far. At higher content the attractive regions touch, and the proton may travel from one dopant to the next without climbing out. Does this connection restore the long-range mobility that trapping removed?

Take a cubic crystal of edge $a$ whose B sites are dopants at random with fraction $x$. An oxygen lies midway between two neighbouring B sites. If at least one of them is a dopant, the oxygen is a trap with energy $-\Delta$; otherwise its energy is zero. A second dopant adds no depth. Protons are independent, and the O–H direction turns rapidly compared with transfer between oxygens.

An oxygen has eight hop partners at distance $a/\sqrt2$, and each partner pair shares one B site. The O–H bond has four directions, each giving access to two partners. With fast rotation each direction has probability $1/4$, so the host rate to one partner is

$$
\Gamma_0=\frac{\nu}{4}e^{-E_m/kT},
$$

where $\nu$ is the attempt frequency and $E_m$ the host barrier. Successive host hops are uncorrelated, hence

$$
D_0=\frac16\,(8\Gamma_0)\,\frac{a^2}{2}=\frac23\Gamma_0a^2 .
$$

In the doped crystal let $p_i=e^{-E_i/kT}$: it is 1 on a host oxygen and $b=e^{\Delta/kT}$ on a trap. We choose

$$
\Gamma_{ij}=\Gamma_0\min(1,p_j/p_i).
$$

Leaving a trap for the host costs $E_m+\Delta$; a trap-to-trap hop costs $E_m$. Multiplication by $p_i$ gives

$$
p_i\Gamma_{ij}=\Gamma_0\min(p_i,p_j)\equiv\Gamma_0g_{ij}.
$$

This is symmetric, so detailed balance holds. The bond weight $g_{ij}$ is $b$ between two traps and 1 otherwise.

Two fractions are needed. An oxygen is not a trap if both its B neighbours are hosts, so the trap fraction is

$$
c=1-(1-x)^2=2x-x^2 .
$$

A hop bond joins two traps if the shared B site is a dopant, or if it is a host and both outer B sites are dopants:

$$
f=x+(1-x)x^2 .
$$

## The random walk and its clock

The largest possible total rate out of a site is $8\Gamma_0$. We therefore let attempts occur at this constant rate, choose one of the eight partners with equal probability, and accept the hop with probability $\min(1,p_j/p_i)$. The accepted rate to partner $j$ is

$$
8\Gamma_0\cdot\frac18\cdot\min(1,p_j/p_i)=\Gamma_{ij},
$$

as required. Rejected attempts leave the proton in place but still advance the clock. The number of attempts in time $t$ is independent of the path and has mean $8\Gamma_0t$. If the mean squared displacement after many attempts is $An+C$, it is therefore $8\Gamma_0At+C$ after a long time. The constant $C$, left by early local motion, must not enter $D$.

Walkers start with probability proportional to $p_i$. In the undoped crystal the squared displacement grows by $a^2/2$ per attempt, so the estimator is

$$
\frac{D}{D_0}\simeq
\frac{\langle R^2(n_2)\rangle-\langle R^2(n_1)\rangle}{(n_2-n_1)a^2/2}.
$$

We use $n_1=2000$, $n_2=6000$ and $W=2000$ walkers.

The statistical error can be predicted. Write $\mathbf R_2=\mathbf R_1+\mathbf d$ and $m=n_2-n_1$. Then

$$
R_2^2-R_1^2=d^2+2\mathbf R_1\cdot\mathbf d .
$$

In the diffusive regime, treat $\mathbf R_1$ and $\mathbf d$ as independent Gaussian vectors with variances $\sigma^2n_1$ and $\sigma^2m$ per component. The mean of the difference is $3\sigma^2m$. The two terms have variances $6\sigma^4m^2$ and $12\sigma^4n_1m$; their covariance vanishes because $\mathbf R_1$ has zero mean. The relative standard error is thus

$$
\frac{1}{\sqrt W}\sqrt{\frac23+\frac{4n_1}{3m}}
=\frac{1.155}{\sqrt{2000}}=2.6\%.
$$

A larger $n_1$ removes more of the transient but raises this error if $m$ is fixed.

The transient can also be estimated. One attempt takes a mean time $1/(8\Gamma_0)$, in which $D_0$ contributes $a^2/12$. For a periodic crystal of edge $La$, the slowest diffusive mode decays per attempt at about

$$
\frac{1}{12}\frac{D}{D_0}\left(\frac{2\pi}{L}\right)^2 .
$$

At $x=0.05$ and $L=12$, with $D/D_0=0.087$, this is $0.0020$. The estimate assumes that traps exchange protons with the host much faster than the mode decays. Here a proton leaves an isolated trap region with a probability of only about $1/(2b)=0.004$ per attempt, before counting returns, and the slowest modes of the hop matrix decay at about $0.0010$. After $n_1$ attempts about 12% of their amplitude remains. They contribute little to the displacement, however: for one such crystal the slope computed from the hop matrix at $n_1$ already equals its long-time value to three digits.

## The same diffusivity without a walk

For motion along one axis, let $d_{ij}=-d_{ji}$ be the hop displacement. We seek a periodic function $u_i$ such that

$$
\sum_j\Gamma_{ij}(d_{ij}+u_j-u_i)=0
$$

at every site. A solution exists on the connected network: after multiplication by $p_i$, the source terms $g_{ij}d_{ij}$ sum to zero over all sites because they are antisymmetric. The quantity $X+u$, with $X$ the proton coordinate, then has no mean drift from any site. Its increments are uncorrelated, so its variance grows at the mean rate of squared jumps. Since $u$ is bounded, $X$ has the same long-time growth:

$$
2D=\frac{1}{\sum_ip_i}\sum_i p_i\sum_j\Gamma_{ij}(d_{ij}+u_j-u_i)^2 .
$$

Each bond appears twice on the right, which cancels the 2 on the left. The condition on $u$, multiplied by $p_i$, is also the stationarity condition of the resulting sum. That sum is a non-negative quadratic form, so the stationary value is its minimum:

$$
D=\frac{\Gamma_0}{\sum_ip_i}\min_u\sum_{\rm bonds}g_{ij}(d_{ij}+u_j-u_i)^2 .
$$

Let $G$ be this minimum, averaged over the three axes and divided by its undoped value. Since the average of $p_i$ over sites is $1-c+cb$,

$$
\boxed{\frac{D}{D_0}=\frac{G(b)}{1-c+cb}} .
$$

The denominator counts the weight held in traps; the numerator measures how well the bonds form a route across the crystal.

Two bounds follow. Every $g_{ij}\ge1$, so $G\ge1$. The trial choice $u=0$ gives $G\le1+f(b-1)$, because every bond has the same squared displacement after averaging over axes. Hence

$$
\frac{1}{1+c(b-1)}\le\frac D{D_0}\le
\frac{1+f(b-1)}{1+c(b-1)} .
$$

The upper bound is also the equilibrium probability that an attempted hop is accepted, and therefore the initial slope of the squared displacement relative to the undoped crystal. For $b\to\infty$ it becomes

$$
\frac fc=\frac{1+x-x^2}{2-x},
$$

which tends to $1/2$ for dilute dopants. A trapped proton still makes half its attempted hops, all around the same dopant. Frequent hopping is no evidence of long-range mobility.

On identical crystals with $b=125.87$, the walk and the minimum give:

| $x$ | Walk | Minimum | Initial slope (walk) |
|---|---:|---:|---:|
| 0.05 | $0.089\pm0.003$ | 0.087 | 0.57 |
| 0.20 | $0.149\pm0.004$ | 0.150 | 0.64 |
| 0.30 | $0.313\pm0.008$ | 0.320 | 0.72 |

The differences in $D/D_0$ are all below one standard error, and the relative errors of 2.6–2.8% agree with the prediction. At $x=0.05$ the initial slope exceeds the long-time one by a factor of about six.

## When do trap regions join?

The six oxygens around a dopant form a connected octahedron. Two dopants that are first neighbours share an oxygen, so their octahedra join. If a hop bond joins traps belonging to different dopants across a host B site, the two outer dopants lie from that site in perpendicular directions. They are then second neighbours, separated by $\sqrt2a$. Conversely, any two second-neighbour dopants have such a connection, whatever occupies the shared B site.

Trap connection is therefore site percolation on the B lattice with $6+12=18$ neighbours. For crossing between opposite faces, crystals 32 cells wide gave a mean threshold of $0.140\pm0.001$. With first neighbours alone the same procedure gave $0.319\pm0.002$, against the established infinite-lattice value of 0.312. This shows a finite-size bias larger than the sampling error, so the 18-neighbour threshold should be read as about 0.14.

## Activation energy and the sharpness of the change

Define $E_a=-d\ln D/d\beta$, with $\beta=1/kT$ and $\nu$ and $\Delta$ independent of temperature. Since $db/d\beta=\Delta b$,

$$
E_a=E_m+\Delta\left[
\frac{cb}{1-c+cb}-\frac{d\ln G}{d\ln b}\right].
$$

The first term in brackets is the trapped probability $P$. For the second, a small change in $b$ also changes $u$, but this has no first-order effect at the minimum. Only the explicit factor $b$ on trap–trap bonds matters. The logarithmic derivative is thus $s$, the share of the minimised sum found in those bonds:

$$
E_a=E_m+\Delta(P-s).
$$

For one crystal with $x=0.20$ this gives 0.2698 eV, equal at this precision to a numerical derivative between 597 and 603 K.

At low temperature $P\to1$. If the traps do not span, host bonds limit transport, $G$ stays finite and $s\to0$; then $E_a\to E_m+\Delta$. If they do span, $G$ grows as $b$ and $s\to1$; then $E_a\to E_m$. At finite temperature, host bonds still bridge gaps between clusters, so the change is gradual.

## A crystal at 600 K

Let $a=0.42$ nm, $E_m=0.20$ eV, $\Delta=0.25$ eV and $\nu=10^{13}$ s$^{-1}$. Then $kT=0.0517$ eV, $\Gamma_0=5.22\times10^{10}$ s$^{-1}$ and

$$
D_0=\tfrac23(5.22\times10^{10})(4.2\times10^{-8})^2
=6.1\times10^{-5}\ \mathrm{cm^2/s}.
$$

At $x=0.20$, $c=0.36$ and the denominator is $0.64+0.36(125.87)=45.95$. The mean over four crystals is $G=7.23$ (this sample lies roughly 5% above the larger samples quoted in the last section), so

$$
D/D_0=7.23/45.95=0.157,
\qquad D=9.7\times10^{-6}\ \mathrm{cm^2/s}.
$$

The mobility $eD/kT$ is $1.9\times10^{-4}$ cm$^2$/Vs. With $P=45.31/45.95=0.986$ and $s=0.692$, the activation energy is $0.20+0.25(0.294)=0.27$ eV. Ten other crystals give $0.278\pm0.003$ eV, so the second decimal depends on the sample.

The scan gives $D/D_0=0.070\pm0.001$ at $x=0.08$ and $0.070\pm0.002$ at $x=0.12$. The exact position of the minimum is not resolved. The formula shows why it is flat there: between these compositions $G$ grows by a factor $2.035/1.400=1.45$, and the denominator also grows by 1.45, from 20.2 to 29.2. The turn thus appears to begin slightly below the percolation threshold, although crystals of this size do not fix its position. From $x=0.08$ to 0.20 the diffusivity rises by a factor of 2.3 in this scan, or 2.1–2.2 with larger samples, yet it remains six to seven times below that of the undoped crystal. Even at $x=0.40$ it recovers only to 0.51. Connection restores mobility partly.

At 300 K the contrast is much stronger. The diffusivity at $x=0.20$ is of order 100 times that at $x=0.05$ (128 for the two crystals per composition in the output, $106\pm4$ when five other crystals are used at $x=0.20$), and the activation energies are 0.20 and 0.45 eV, close to the two limits.

Is connection the cause, or merely the larger number of dopants? Put dopants at B positions whose three integer coordinates are all even or all odd. This gives $x=0.25$ with no first or second neighbours, so every trap octahedron is isolated. The result is $D/D_0=0.024$, against 0.246 for random doping at the same $x$ and temperature. The ordered crystal has more trap oxygens, $c=0.50$ instead of 0.44, but that changes the denominator by only 14%. The rest is conductance: $G=1.5$ against 13.7.

A second control keeps the random sites but makes every exit from a trap cost $E_m+\Delta$, even towards another trap. Then $p_i\Gamma_{ij}=\Gamma_0$ on all bonds and $G=1$. At $x=0.20$ the walk gives $0.0214\pm0.0006$, in agreement with $1/(1-c+cb)=0.0217$. Nor does adding dopants help while the traps stay apart: evenly spaced, isolated dopants give $D/D_0=0.104$, 0.039 and 0.024 at $x=1/27$, $1/8$ and $1/4$. In this model, recovery needs both touching traps and cheap passage between them.

## Errors of sampling and errors of the model

At $x=0.20$ the standard error over four 12-cell crystals is 5% of the mean. Two 18-cell crystals give $D/D_0=0.149$, lower by 6%. Larger samples also give lower values: $0.144\pm0.004$ for twelve 12-cell crystals, $0.150\pm0.004$ for ten others, and 0.144 and 0.154 for two sets of three 20-cell crystals. Together these point to about 0.15, so the four-crystal mean of 0.157 is roughly 5% too high. Disorder scatter can account for this, and no effect of cell size is resolved. Uncertainty in the physics is larger. The following changes were made one at a time at 600 K, on the same two 10-cell crystals per composition. Their base values are 0.069 at $x=0.08$ and 0.160 at $x=0.20$, a recovery ratio of 2.3.

The most severe change concerns oxygens with two dopant neighbours. If the second dopant adds another 0.25 eV, $D/D_0$ at $x=0.20$ falls to 0.012 and the recovery ratio to 1.2, too small to establish recovery from two crystals. Such oxygens form a fraction $x^2=0.04$ of all sites, but their weight is $b^2$. They contribute $0.04(125.87)^2\approx630$ to a denominator that was 46. If the added depth is 0.10 eV, the ratio remains 1.9.

Raising the trap-to-trap barrier by 0.05 eV lowers $D$ at $x=0.20$ by 46% and the recovery ratio to 1.3. A second-shell attraction of 0.061 eV per dopant, estimated with relative permittivity 50, lowers $D$ by about 60%; the ratio falls to 1.6 on these crystals, but to $1.2\pm0.1$ on six others and $1.4\pm0.1$ on eight more per composition, so only part of the recovery survives, by an amount these samples do not fix. A rotation barrier of 0.17 eV lowers $D$ by 31% but leaves the ratio at 2.4. With one proton per dopant, about 18% of trap sites are occupied at $x=0.20$; a mean-field treatment of blocking lowers $D$ by 11% and the ratio to 1.9, because at $x=0.08$ it raises $D$ by 11%. The leading tunnelling correction, for a rough barrier frequency of 1000 cm$^{-1}$, raises the hop rate by 24% at 600 K. At 300 K the same correction would be 96%, so the expansion is unreliable there and the 300 K figures describe classical hopping.

The parameters lie roughly in the regime of yttrium-doped barium zirconate. With one proton per dopant, the independent-proton result corresponds to a conductivity of

$$
\frac{xe}{a^3}\frac{eD}{kT}\approx0.08\ \mathrm{S/cm}.
$$

Good ceramics of this kind reach roughly 0.01 S/cm at such or somewhat higher temperatures, with bulk activation energies of roughly 0.4–0.5 eV. The base model is therefore too mobile and its activation energy of 0.27–0.28 eV is too low. Saturated trap depth and an unchanged barrier near dopants are the doubtful assumptions; the variations of these two assumptions lower $D$ at $x=0.20$ by factors from about 1.5 to 13. Grain boundaries, incomplete hydration and non-random dopant placement are also left out. The gain in mobility is relative to the minimum: at 600 K the base model gives $D/D_0=0.175$ at $x=0.02$, still above the value at $x=0.20$. For a crystal near the minimum, raising dopant content to gain mobility is justified under stated conditions: trap regions must connect, passage between them must be easy, and sites with two dopants must not become much deeper traps. The variations above were made singly; moderate departures from two of these conditions together can remove the gain. With 0.10 eV of added depth at two-dopant sites and a trap-to-trap barrier higher by 0.05 eV, the recovery ratio is $1.02\pm0.05$ over six 10-cell crystals per composition. The numerical output follows.

## Calculated quantities

```
cell 0.42 nm; host barrier 0.20 eV; trap depth 0.25 eV
attempt frequency 1.0e+13 1/s; T 600 K; kT 0.05170 eV
trap weight b 125.87; hop rate per neighbour 5.224e+10 1/s
undoped D 6.144e-05 cm2/s; mobility 1.188e-03 cm2/Vs
x=0.20 trap oxygens: counted 0.3614, formula 0.3600
x=0.20 trap-trap bonds: counted 0.2330, formula 0.2320
spanning x, 18 neighbours, 16 cells: 0.1446 +/- 0.0029
spanning x, 18 neighbours, 32 cells: 0.1400 +/- 0.0013
spanning x, 6 neighbours, 32 cells: 0.3192 +/- 0.0017
scan at 600 K, 12 cells per edge, 4 crystals: x, D/D0, error, G, s, Ea/eV
  0.00  1.0000  0.0000  1.000  0.000  0.2000
  0.02  0.1748  0.0005  1.051  0.002  0.4096
  0.05  0.0875  0.0007  1.148  0.007  0.4312
  0.08  0.0695  0.0013  1.400  0.035  0.4307
  0.12  0.0697  0.0023  2.035  0.152  0.4054
  0.16  0.0983  0.0017  3.696  0.417  0.3411
  0.20  0.1574  0.0075  7.227  0.692  0.2736
  0.25  0.2460  0.0053  13.667  0.857  0.2332
  0.30  0.3316  0.0045  21.468  0.920  0.2180
  0.40  0.5109  0.0057  41.289  0.971  0.2061
lowest scanned D at x=0.08: 4.273e-06 cm2/s
D at x=0.20: 9.670e-06 cm2/s; mobility 1.870e-04 cm2/Vs
D(0.20)/lowest D 2.263; D(0.30)/lowest D 4.768
x=0.20 D/D0 in 18-cell crystals: 0.1485
walk test: x, D/D0 walk, error, D/D0 network, initial walk, initial formula
  0.05  0.0888  0.0025  0.0869  0.5660  0.5723
  0.20  0.1486  0.0041  0.1498  0.6370  0.6522
  0.30  0.3129  0.0082  0.3203  0.7190  0.7162
x=0.20 costly-exit control: walk 0.02142 +/- 0.00060, formula 0.02166
x=0.25 D/D0: isolated ordered traps 0.0235, random 0.2460
one x=0.20 crystal: Ea dissipation 0.26978 eV, difference 0.26978 eV
300 K, x=0.05: D/D0 7.852e-04, Ea 0.4498 eV
300 K, x=0.20: D/D0 1.004e-01, Ea 0.2014 eV
300 K D(0.20)/D(0.05): 127.89
rotation barrier 0.17 eV; permittivity 50; tail 0.0613 eV
neglected effects: D/D0 at x=0.08, at x=0.20, ratio of the two
  base model: 0.0686, 0.1602, 2.336
  two-dopant site +0.10 eV: 0.0542, 0.1039, 1.917
  two-dopant site +0.25 eV: 0.0106, 0.0124, 1.175
  trap-trap barrier +0.05 eV: 0.0660, 0.0869, 1.316
  finite rotation: 0.0465, 0.1110, 2.389
  second-shell attraction: 0.0416, 0.0663, 1.591
  site blocking: 0.0761, 0.1430, 1.878
x=0.20 trap occupancy at one proton per dopant: 0.1804
barrier frequency 1000 1/cm: tunnelling factor 1.240 at 600 K
tunnelling crossover temperature 229.0 K
```
